# Spin-Orbit Lowering of Tl and I Atoms in Scalar-Relativistic Atomisation Energies

## The problem

A scalar-relativistic calculation keeps the relativistic effects that do not depend on spin and drops spin-orbit coupling. Its Tl and I atoms therefore have a single $^2P$ energy each, whereas the real atoms have two levels, $^2P_{1/2}$ and $^2P_{3/2}$. Atomisation leaves each atom in the lower of its two levels, so the calculated atomisation energy needs a correction.

The valence configurations are $6p^1$ for Tl and $5p^5$ for I. The ground level is $^2P_{1/2}$ in Tl and $^2P_{3/2}$ in I. As input, take the rough measured splittings, good to two figures:

$$\Delta_{\rm Tl}\approx0.97\ \text{eV},\qquad \Delta_{\rm I}\approx0.94\ \text{eV}.$$

The splitting $\Delta$ is the upper level minus the lower one, so it is positive for both atoms.

1. With what sign does the atomic lowering enter the atomisation energy?
2. Show that, to first order in spin-orbit coupling, the scalar-relativistic energy is the degeneracy-weighted mean of the $J$ levels.
3. Find the lowering of each atom in eV.
4. Use computed orbital energies to judge what the first-order argument leaves out.

## Hints

**Hint 1.** Write the atomisation energy as the energy of the free atoms minus that of the molecule, and lower each energy in turn.

**Hint 2.** The trace of a matrix is the sum of its eigenvalues. Consider the trace of $\mathbf L\cdot\mathbf S$ over all states of one term.

**Hint 3.** A level $J$ contains $2J+1$ states. The two atoms have similar splittings, but their levels come in opposite order.

**Hint 4.** If first-order shifts cancel in the weighted mean, whatever remains should grow as the square of the spin-orbit strength while that strength is small.

## Full solution

### 1. The sign of the correction

Define the atomisation energy as positive for a bound molecule:

$$D=\sum_a E_a-E_{\rm mol}.$$

Let $\Lambda$ be the amount by which spin-orbit coupling lowers a ground-state energy below its scalar-relativistic (SR) value:

$$E_a=E_a^{\rm SR}-\Lambda_a,\qquad E_{\rm mol}=E_{\rm mol}^{\rm SR}-\Lambda_{\rm mol}.$$

These are valence quantities. The spin-orbit energy of the closed inner shells is assumed to be the same in atom and molecule, so that it cancels in $D$. Substitution gives

$$D=\sum_a E_a^{\rm SR}-\sum_a\Lambda_a-E_{\rm mol}^{\rm SR}+\Lambda_{\rm mol}
=D_{\rm SR}-\sum_a\Lambda_a+\Lambda_{\rm mol}.$$

Lowering the free atoms makes the molecule easier to take apart, so the atomic terms reduce $D$.

For a closed-shell singlet molecule, $\Lambda_{\rm mol}$ has no first-order part. The spin-orbit operator is a sum of terms, each containing a component of one electron's spin. Such a component is a vector operator in spin space, and its expectation value vanishes in a state of total spin zero. Second-order contributions generally remain. The atomic correction alone is thus the leading correction for such a molecule, not the complete spin-orbit effect.

### 2. Why the scalar energy is a weighted mean

**The operator that is dropped.** Use atomic units, with $c$ the speed of light, and measure $E$ from the electron's rest energy. For one electron in a potential $V$, the Dirac equation for the large and small components is

$$V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,$$
$$c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S.$$

Write the small component as $\psi_S=\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c)$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the first equation becomes

$$V\psi_L+\frac{p^2}{2}\phi=E\psi_L.$$

Multiplying the second equation from the left by $\boldsymbol\sigma\cdot\mathbf p/(2c)$ gives

$$\frac{p^2}{2}\psi_L+\left[\frac{(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)}{4c^2}-\frac{p^2}{2}\right]\phi
=E\,\frac{p^2}{4c^2}\phi.$$

Spin now appears in one place. The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ gives

$$(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)
=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p).$$

With $\mathbf p=-i\nabla$ and $\mathbf p\times\mathbf p=0$, the cross product is $\mathbf p\times V\mathbf p=-i(\nabla V)\times\mathbf p$. The factor $i(-i)=1$ leaves $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. In a central potential $\nabla V=(V'/r)\mathbf r$, and $\mathbf r\times\mathbf p=\mathbf l$. With $\boldsymbol\sigma=2\mathbf s$, the spin-dependent term in the second equation is

$$h_{\rm so}=\frac{1}{4c^2}\,\frac{V'}{r}\,2\,\mathbf l\cdot\mathbf s
=\frac{1}{2c^2}\frac{V'}{r}\,\mathbf l\cdot\mathbf s .$$

The spin-free equation used here omits this term and keeps the rest. The separation is not unique: other scalar-relativistic equations, such as that of Koelling and Harmon, remove the spin dependence at a different stage and place the scalar level differently.

**First-order shifts.** Without $h_{\rm so}$, the six $p$ spin-orbitals of a shell are degenerate and share one radial function. The right-hand sides of the two equations are unaffected by $h_{\rm so}$. For a solution normalised by $\langle\psi_L|\psi_L\rangle+\langle\phi|p^2|\phi\rangle/(4c^2)=1$, the first-order shift is therefore the expectation value of $h_{\rm so}$ in $\phi$. Collect its radial part in

$$\zeta=\frac{1}{2c^2}\left\langle\frac{V'}{r}\right\rangle_\phi .$$

An attractive atomic potential rises outwards, so $V'>0$ and $\zeta>0$. The shifts are $\zeta$ times the eigenvalues of $\mathbf l\cdot\mathbf s$. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].$$

For $l=1$:

- $j=\tfrac12$: $\tfrac12(\tfrac34-2-\tfrac34)=-1$, for two states;
- $j=\tfrac32$: $\tfrac12(\tfrac{15}{4}-2-\tfrac34)=+\tfrac12$, for four states.

The weighted sum is $2(-1)+4(\tfrac12)=0$. A filled $p$ shell consequently has no first-order spin-orbit energy.

**The mean for a whole term.** Within one $LS$ term, the spin-orbit operator acts as $A\,\mathbf L\cdot\mathbf S$ with a constant $A$, because it is built from products of an orbital vector and a spin vector. The states of the term are all products of $M_L$ and $M_S$ states, so the trace factorises:

$$\operatorname{Tr}(\mathbf L\cdot\mathbf S)=\sum_{i=x,y,z}(\operatorname{Tr}L_i)(\operatorname{Tr}S_i)=0.$$

Each trace vanishes because the eigenvalues of an angular-momentum component come in pairs $\pm m$. The trace is also the sum of the shifts over all states:

$$\sum_J(2J+1)\left(E_J-E^{\rm SR}\right)=0
\quad\Longrightarrow\quad
E^{\rm SR}=\frac{\sum_J(2J+1)E_J}{\sum_J(2J+1)}.$$

The weight is the number of states, not the number of levels. Subtracting the ground-level energy $E_0$ gives the required lowering:

$$\boxed{\;\Lambda=E^{\rm SR}-E_0=\frac{\sum_J(2J+1)(E_J-E_0)}{\sum_J(2J+1)}\;}$$

This assumes that the SR calculation gives the energy of the $^2P$ term. A spherical, spin-restricted atom lacks the spin-polarisation energy of the open shell, for example. That error is separate, and $\Lambda$ does not repair it. If the atomic calculation already contains spin-orbit coupling, $\Lambda$ must not be subtracted again.

### 3. The two atoms

**Thallium, one $p$ electron.** The first-order levels are $-\zeta$ for $^2P_{1/2}$ and $+\zeta/2$ for $^2P_{3/2}$, so $\Delta=3\zeta/2$. With two states at zero and four at $\Delta$, measured from the ground level,

$$\Lambda_{\rm Tl}=\frac{2\cdot0+4\Delta_{\rm Tl}}{6}=\frac23\Delta_{\rm Tl}
=\frac23(0.97\ \text{eV})=0.647\ \text{eV}.$$

This equals $\zeta$, as it should: the electron drops from zero to $-\zeta$.

**Iodine, one $p$ hole.** Start from the filled shell, whose first-order energy is zero, and remove one electron. Removing a $j=\tfrac32$ electron takes away $+\zeta/2$ and leaves $-\zeta/2$. Removing a $j=\tfrac12$ electron takes away $-\zeta$ and leaves $+\zeta$. The hole's $j$ becomes the atom's $J$, because the filled shell has zero angular momentum. The fourfold $^2P_{3/2}$ level is now the lower one, and

$$\Lambda_{\rm I}=\frac{4\cdot0+2\Delta_{\rm I}}{6}=\frac13\Delta_{\rm I}
=\frac13(0.94\ \text{eV})=0.313\ \text{eV}.$$

The splittings are nearly equal, yet the corrections differ by about a factor of two. In Tl the ground level holds two of the six states, so the mean lies far above it. In I the ground level holds four, and the mean lies closer.

Rounding of the inputs allows 0.643 to 0.650 eV for Tl and 0.312 to 0.315 eV for I. The two-figure splitting therefore cannot decide between 0.64 and 0.65 eV for Tl; for I the result is 0.31 eV. In molar units the corrections are about 62 and 30 kJ/mol.

### 4. What the first-order argument leaves out

The six states of $p^1$, or of $p^5$, make up a single $^2P$ term. There is no other term in the configuration for spin-orbit coupling to mix in. The radial functions can still respond, however: the $p_{1/2}$ and $p_{3/2}$ orbitals need not keep the shape of the scalar orbital.

To measure this response, the potential of each atom was computed self-consistently with the spin-free Dirac equation in the local-density approximation (LDA). The calculation used Slater exchange, VWN correlation, a point nucleus and a spherical, spin-restricted configuration. The full Dirac equation was then solved for the valence $p$ orbitals in that fixed potential. The energies carry a basis-set uncertainty of up to 0.001 eV: in a converged basis the I $p_{3/2}$ entry rounds to −6.920, while the other entries, the splittings and the offsets below keep the digits shown. Energies are in eV:

| Atom | scalar $p$ | $p_{1/2}$ | $p_{3/2}$ |
|---|---:|---:|---:|
| Tl | −2.594 | −3.386 | −2.302 |
| I | −7.242 | −7.953 | −6.919 |

**Splittings.** The difference of the two Dirac orbital energies estimates $\Delta$. Evaluated with unrounded energies, it is 1.084 eV for Tl and 1.033 eV for I, about 12% and 10% above the respective rough measured values. The corresponding lowerings are

$$\tfrac23(1.084)=0.723\ \text{eV},\qquad \tfrac13(1.033)=0.344\ \text{eV}.$$

These values support the size of the corrections without using measured levels. They do not improve on the measured splittings, because LDA orbital energies are only approximate level energies.

First-order theory in the same potentials gives splittings of 0.962 eV for Tl and 0.998 eV for I. Relative to this spin-free equation, higher orders thus add 0.122 eV in Tl and 0.035 eV in I. A different scalar-relativistic starting point divides the same Dirac splitting differently between first and higher orders.

**Offset of the mean.** For Tl, the weighted mean of the Dirac orbital energies is

$$\bar\varepsilon=\frac{2(-3.386)+4(-2.302)}{6}=-2.663\ \text{eV}.$$

The scalar orbital lies above it by $\delta=-2.594+2.663=0.069$ eV. For I the same calculation gives $\delta=0.022$ eV. Both offsets are measured from the scalar level of this particular spin-free equation, and their size changes with the scalar-relativistic scheme.

First-order shifts cancel in the mean, so $\delta$ should begin at second order. The numerical check confirms this for Tl: raising the spin-orbit strength from 0.1 to 0.2 of its full value multiplies $\delta$ by 4.04. A linear remainder would have doubled it.

**Effect on the atoms.** In this fixed-potential model, the Tl electron drops from the scalar level by

$$-2.594-(-3.386)=0.792\ \text{eV}=0.723\ \text{eV}+0.069\ \text{eV}.$$

The weighted-level formula supplies the first part and misses the offset, which for this spin-free reference is about 9% of the total drop.

In I there are five electrons, two in $p_{1/2}$ and three in $p_{3/2}$. By the definition of the mean, $\varepsilon_{1/2}=\bar\varepsilon-2\Delta/3$ and $\varepsilon_{3/2}=\bar\varepsilon+\Delta/3$, while the scalar energy is $\bar\varepsilon+\delta$. The drop in the sum of orbital energies is

$$5(\bar\varepsilon+\delta)-2\left(\bar\varepsilon-\tfrac23\Delta\right)-3\left(\bar\varepsilon+\tfrac13\Delta\right)
=\tfrac13\Delta+5\delta .$$

The offset now counts five times and amounts to $5(0.022)=0.11$ eV, beside 0.344 eV from the weighted levels.

These offsets should not simply be added to the atomic correction. They are valence orbital energies in a potential held fixed: neither the relaxation of that potential nor the second-order response of the inner shells is included, so they indicate only the order of magnitude of what is left out. The occupied valence orbitals of a molecule also respond to spin-orbit coupling at second order, and that response belongs to $\Lambda_{\rm mol}$. The present calculation does not determine how much cancels. Where an accuracy of about 0.1 eV matters, the molecule needs its own spin-orbit calculation, with atoms treated consistently.

## Variation 1: one Tl and one I atom

**Question.** What is the correction for a closed-shell TlI molecule?

**Solution.** The atomic lowerings add:

$$\Lambda_{\rm Tl}+\Lambda_{\rm I}=0.647+0.313=0.96\ \text{eV}.$$

Hence

$$D=D_{\rm SR}-0.96\ \text{eV}+\Lambda_{\rm mol}.$$

The LDA splittings would give 1.07 eV instead, a difference of 0.11 eV. The term $\Lambda_{\rm mol}$ starts at second order here and must come from a calculation on the molecule.

## Variation 2: two $p$ electrons

**Question.** Does the same recipe work for $p^2$ if only the levels of the ground term $^3P$ are averaged? Use a model with $^3P$, $^1D$ and $^1S$ at 0, 1.0 and 2.5 eV and $\zeta=0.50$ eV.

**Solution.** First find the diagonal elements within $^3P$. In the state $M_L=M_S=1$, the electrons have $m_l=1$ and $0$, both with $m_s=\tfrac12$. The spin-orbit energy is $\zeta(\tfrac12+0)=\zeta/2$, and it must equal $A M_LM_S=A$. So $A=\zeta/2$. For $J=0,1,2$, the values of $\mathbf L\cdot\mathbf S$ are $-2,-1,1$, and the diagonal elements are $-\zeta,-\zeta/2,\zeta/2$. Those of the singlets vanish.

The mixing follows from filling $j$ orbitals, with energies $-\zeta$ for $j=\tfrac12$ and $+\zeta/2$ for $j=\tfrac32$:

- For $J=0$, the spin-orbit eigenvalues are $-2\zeta$ (two $j=\tfrac12$ electrons) and $+\zeta$ (two $j=\tfrac32$ electrons). Their product $-2\zeta^2$ must equal the determinant $(-\zeta)(0)-x^2$, so the coupling of $^3P_0$ to $^1S_0$ has magnitude $x=\sqrt2\,\zeta$.
- For $J=2$, the eigenvalues are $-\zeta/2$ (one electron of each kind) and $+\zeta$. Then $-\zeta^2/2=-x^2$, and the coupling of $^3P_2$ to $^1D_2$ has magnitude $x=\zeta/\sqrt2$.
- For $J=1$ there is one level, at $-\zeta/2$.

Including the term energies, the lower root of each two-by-two matrix is, in eV,

$$E_0=1.0-\sqrt{1.5^2+2(0.5)^2}=-0.658,$$
$$E_2=0.625-\sqrt{0.375^2+\tfrac12(0.5)^2}=0.110,$$

and $E_1=-0.250$. The weighted mean of these three levels is

$$\frac{E_0+3E_1+5E_2}{9}=-0.096\ \text{eV},$$

evaluated with unrounded levels. It is no longer the $^3P$ energy, which is zero. The singlets have pushed the $J=0$ and $J=2$ levels down.

The recipe gives a lowering of 0.563 eV, while the true lowering below the $^3P$ term is 0.658 eV. The shortfall equals the downward shift of the weighted mean: with unrounded levels the recipe is too small by 0.096 eV, about 15% of the true value. It becomes accurate when $\zeta$ is small compared with the term separations. Otherwise the term energy has to be recovered from a calculation that includes the mixing.

## Computed results

```
p1 levels / zeta: -1.000 (x2), 0.500 (x4)
p1 lowering / splitting: 0.6667
p5 levels / zeta: -0.500 (x4), 1.000 (x2)
p5 lowering / splitting: 0.3333
Hydrogenic Z=81 2p splitting, solver: 92.129 hartree
Hydrogenic Z=81 2p splitting, exact: 92.133 hartree
Tl rough measured splitting (input): 0.97 eV
Tl lowering from rough splitting: 0.647 eV
Tl range from input rounding: 0.643 to 0.650 eV
Tl same lowering: 62 kJ/mol
Tl LDA scalar valence p energy: -2.594 eV
Tl LDA Dirac p1/2 energy: -3.386 eV
Tl LDA Dirac p3/2 energy: -2.302 eV
Tl LDA full splitting: 1.084 eV
Tl LDA first-order splitting: 0.962 eV
Tl LDA scalar minus weighted mean: 0.069 eV
Tl lowering from LDA splitting: 0.723 eV
I rough measured splitting (input): 0.94 eV
I lowering from rough splitting: 0.313 eV
I range from input rounding: 0.312 to 0.315 eV
I same lowering: 30 kJ/mol
I LDA scalar valence p energy: -7.242 eV
I LDA Dirac p1/2 energy: -7.953 eV
I LDA Dirac p3/2 energy: -6.919 eV
I LDA full splitting: 1.033 eV
I LDA first-order splitting: 0.998 eV
I LDA scalar minus weighted mean: 0.022 eV
I lowering from LDA splitting: 0.344 eV
Tl offset ratio, spin-orbit scaled 0.2 vs 0.1: 4.04
Tl + I total lowering, rough splittings: 0.96 eV
Tl + I total lowering, LDA splittings: 1.07 eV
p2 model term energies 3P, 1D, 1S: 0.0, 1.0, 2.5 eV
p2 model zeta: 0.50 eV
p2 levels J=0, 1, 2 from 3P: -0.658, -0.250, 0.110 eV
p2 weighted mean of these levels: -0.096 eV
p2 lowering by weighted levels: 0.563 eV
p2 true lowering below 3P term: 0.658 eV
```
